# Why ten-percent pulses heat a line ten times more

**Question.** A metal line first carries a steady current. It then carries a rapid train of pulses that are on for one tenth of the time, with the same average current, so that equal charge passes in each period. The resistance is the same in both cases. Why does the line now heat ten times more?

## The same charge falls through a larger voltage

Let $R$ be the resistance, $T$ the period and $D$ the duty cycle, the fraction of the period during which current flows. The pulses are rectangular and all of one sign, and the current between them is zero. Angle brackets denote an average over one period.

The charge passed in one period is $\langle I\rangle T$. The pulse train must deliver it in the shorter time $DT$, so the current in a pulse is

$$I_p=\frac{\langle I\rangle T}{DT}=\frac{\langle I\rangle}{D}.$$

For $D=0.1$ it is ten times the steady current. By Ohm's law the voltage along the line during a pulse is $RI_p$, also ten times larger. A charge $Q$ that passes through a voltage $V$ gives up the energy $QV$, and in a resistor this energy becomes heat. The charge per period is unchanged and the voltage is ten times larger, so the heat per period is ten times larger.

Counting power gives the same answer. During a pulse the power is $RI_p^2$, a hundred times the steady value, but it lasts for one tenth of the time:

$$\langle P\rangle=D\,RI_p^2=D\,R\,\frac{\langle I\rangle^2}{D^2}=\frac{R\langle I\rangle^2}{D}.$$

One factor $1/D$ of the two is cancelled by the shorter time, and one remains. The average current counts the current once, whereas heat counts it squared.

The comparison holds the average current fixed. If the peak current were held fixed instead, the pulses would heat the line $D$ times as much as a steady current $I_p$, hence ten times less. The steady current that heats the line equally is the rms current

$$I_{\rm rms}=\sqrt{\langle I^2\rangle}=\sqrt{D I_p^2}=\frac{\langle I\rangle}{\sqrt D}.$$

## What the shape of the pulse contributes

For any waveform write $I=\langle I\rangle+\delta I$, where $\langle\delta I\rangle=0$. Squaring and averaging removes the cross term $2\langle I\rangle\langle\delta I\rangle$ and leaves

$$\frac{\langle I^2\rangle}{\langle I\rangle^2}=1+\frac{\langle\delta I^2\rangle}{\langle I\rangle^2}.$$

At fixed average and fixed resistance, a steady current therefore gives the least heat, and every variation adds to it.

The addition can be sorted by frequency. The Fourier coefficient of the pulse train at harmonic $n$ has the magnitude

$$|c_n|=\left|\frac{1}{T}\int_0^{DT}I_p\,e^{-2\pi i n t/T}dt\right|=I_p\,\frac{|\sin \pi nD|}{\pi n},\qquad c_0=DI_p .$$

Products of different harmonics average to zero over a period, so their heats add. Harmonics $n$ and $-n$ together supply, relative to the steady component,

$$s_n=\frac{2|c_n|^2}{c_0^2}=2\left(\frac{\sin\pi nD}{\pi nD}\right)^2,\qquad \sum_{n\ge1}s_n=\frac1D-1 .$$

The sum follows because the total must be $\langle I^2\rangle/\langle I\rangle^2=1/D$. For $D=0.1$ the steady component supplies one share of heat and the alternating components supply nine. An average-reading meter registers the first and misses the other nine.

The factor ten belongs to flat pulses. Suppose that the current has some other shape but still vanishes outside the fraction $D$. Its mean inside the pulse is $\langle I\rangle/D$, and its mean square there cannot be less than the square of that mean. Hence

$$\langle I^2\rangle\ge D\left(\frac{\langle I\rangle}{D}\right)^2=\frac{\langle I\rangle^2}{D},$$

with equality for a flat pulse. A symmetric triangular pulse of height $I_p$ has the mean $I_p/2$ and the mean square $I_p^2/3$ while it is on. The ratio becomes

$$\frac{DI_p^2/3}{(DI_p/2)^2}=\frac{4}{3D},$$

which is 13.3 for $D=0.1$.

## From heat to temperature

Consider a flat line of thickness $h$ on an insulator of thickness $d$, with a heat sink below. Let $\theta$ be the temperature rise of the line above the sink. In the simplest model the line has one temperature, heat flows straight down, and the insulator stores none. Per unit area of line, the heat capacity is $C=c_mh$ and the thermal conductance is $G=k_i/d$, where $c_m$ is the heat capacity of the metal per volume and $k_i$ the conductivity of the insulator. A current density $j$ in a metal of resistivity $\rho$ releases $\rho j^2$ per volume, hence $q=\rho j^2h$ per area. Energy balance reads

$$C\frac{d\theta}{dt}=q(t)-G\theta .$$

After many periods the temperature repeats itself. Averaging the left side over a period then gives $C[\theta(T)-\theta(0)]/T=0$, so

$$\langle\theta\rangle=\frac{\langle q\rangle}{G}.$$

The average rise is thus $1/D$ times the direct-current rise, whatever the period. The word "rapid" is not needed for the average. It is needed for the peak temperature.

To see this, let $\tau=C/G$ be the thermal time and $\theta_p=q_p/G$ the rise that the pulse current would produce if it never stopped. Define $a=DT/\tau$ and $b=(1-D)T/\tau$, the on and off times in units of $\tau$. While the current is on, the rise approaches $\theta_p$ exponentially, starting from its minimum. While it is off, the rise decays towards zero:

$$\theta_{\max}=\theta_p+(\theta_{\min}-\theta_p)e^{-a},\qquad \theta_{\min}=\theta_{\max}e^{-b}.$$

Inserting the second equation into the first gives $\theta_{\max}(1-e^{-a-b})=\theta_p(1-e^{-a})$, and therefore

$$\theta_{\max}=\theta_p\,\frac{1-e^{-DT/\tau}}{1-e^{-T/\tau}} .$$

The direct-current rise is $\theta_{dc}=D^2\theta_p$, since the steady current is $D$ times the pulse current. There are two limits.

- For $T\ll\tau$, expanding each exponential to second order gives $\theta_{\max}\approx D\theta_p\,[1+(1-D)T/2\tau]$. The peak ratio is $1/D$ with a small correction. The line has no time to follow the pulses and responds to their average heat.
- For $T\gg\tau$ and also $DT\gg\tau$, the line reaches $\theta_p$ in every pulse. The peak ratio is $1/D^2$, a hundred for $D=0.1$, although the average ratio is still ten.

## How large the ripple can be

Subtracting the minimum from the maximum gives

$$\theta_{\max}-\theta_{\min}=\theta_p\,\frac{(1-e^{-a})(1-e^{-b})}{1-e^{-a-b}} .$$

With $1-e^{-x}=2e^{-x/2}\sinh(x/2)$ the fraction becomes

$$\frac{2\sinh(a/2)\sinh(b/2)}{\sinh[(a+b)/2]}=\frac{2}{\coth(a/2)+\coth(b/2)}\le\frac{2}{2/a+2/b}=\frac{ab}{a+b},$$

because $\coth x\ge1/x$ for positive $x$. Since $ab/(a+b)=D(1-D)T/\tau$ and $\theta_p/\tau=q_p/C$,

$$\theta_{\max}-\theta_{\min}\le\frac{q_p\,D(1-D)\,T}{C}.$$

The conductance has dropped out. The right side is the heat of one pulse, less the average loss during that pulse, divided by the heat capacity.

The bound survives when the insulator stores heat. Divide the insulator into layers joined by thermal conductances. Heat exchange between two layers is symmetric, so the response of the line to a unit of heat put into the line itself is a sum of decaying exponentials $\sum_k g_ke^{-t/\tau_k}$. Each weight $g_k$ is positive, being the square of the line's amplitude in one eigenmode, and the weights sum to $1/C$, because at the first instant all the heat is still in the line. Every term rises while the current is on and falls while it is off, so the ripples of the terms add. Each is at most $q_pg_kD(1-D)T$, and summing over $k$ restores the bound. Storage does not alter the average rise either, since every layer's stored heat returns to its old value after a period.

## A line in numbers

The parameters are round ones for a wide copper line in silica on silicon. The line is 5000 nm wide, 500 nm thick and 500 µm long, over 1000 nm of insulator. Its resistivity is 22 nΩ m, which gives a resistance of 4.40 Ω. The average current density is 1.0 MA/cm², or 25.0 mA in total. The period is 50 ns and the on time 5 ns.

The pulse current is $25.0/0.1=250$ mA, and the powers are

$$P_{dc}=4.40\times(0.0250)^2\ \text{W}=2.75\ \text{mW},\qquad P_{\rm pulse}=4.40\times(0.250)^2\ \text{W}=275\ \text{mW}.$$

The second flows for one tenth of the time and averages 27.5 mW. The equivalent steady current is $25.0/\sqrt{0.1}=79.1$ mA.

For the temperature, $c_m=3.4$ MJ/(m³ K) gives $C=1.70$ J/(m² K), and $k_i=1.4$ W/(m K) gives $G=1.40$ MW/(m² K). The thermal time is $\tau=1.70/(1.40\times10^6)$ s, or 1214 ns. The period is 0.041 of this, so the pulses are rapid. The steady current releases 1.10 MW/m², and

$$\theta_{dc}=\frac{1.10}{1.40}\ \text{K}=0.786\ \text{K},\qquad \langle\theta\rangle=\frac{110\times0.1}{1.40}\ \text{K}=7.86\ \text{K}.$$

Following the energy balance step by step from a cold start gives the same two values. The pulsed line swings between 7.71 K and 8.00 K, so its peak ratio is 10.19. The rapid-pulse expansion gives $10\,(1+0.9\times0.0412/2)=10.19$. The swing of 0.291 K agrees with its upper bound to the digits printed, as it should when both $a$ and $b$ are small.

The insulator also stores heat: with 1.6 MJ/(m³ K) its capacity is 1.6 J/(m² K), close to that of the line. Its average rise is only half that of the line, so on average it holds about half as much heat. When this is included, the average stays at 7.86 K and the ripple falls to 0.281 K. Part of the response now has short decay times, for which the inequality above is less tight.

Slower pulses, again in the simple model without storage in the insulator, show what "rapid" protects against. At $T=\tau$ the peak ratio is 15.05, and at $T=50\tau$ it is 99.3, while the average ratio remains ten. In the slow case the line comes close to $\theta_p=78.6$ K in every pulse. These figures hold the resistance fixed, which is a poor approximation for copper at such a rise: with the temperature coefficient of the next section, the peak at $T=50\tau$ is about 105 K, the peak ratio about 134 and the average ratio about 12.7.

## When the resistance is not fixed

The resistance of a metal line grows as it warms. Let $R=R_0(1+\alpha\theta)$, with $R_0$ the resistance at the sink temperature, and let the source impose the current. For rapid pulses $\theta$ is nearly constant over a period, so the average heat is multiplied by $1+\alpha\theta$. If $\theta_0$ is the rise at fixed resistance, then

$$\theta=\theta_0(1+\alpha\theta)\quad\Rightarrow\quad\theta=\frac{\theta_0}{1-\alpha\theta_0}.$$

This settled state requires $\alpha\theta_0<1$; otherwise heating grows with temperature at least as fast as cooling does, and the two never balance. The direct-current line obeys the same law with $D\theta_0$ in place of $\theta_0$, so the ratio becomes

$$\frac1D\,\frac{1-\alpha D\theta_0}{1-\alpha\theta_0}>\frac1D .$$

With $\alpha=0.0035$ K⁻¹, $\alpha\theta_0=0.0275$. The rises become 0.788 K and 8.08 K, and their ratio is 10.25. The hotter line gains more resistance and so heats itself slightly further.

Rapid variation can also raise the resistance by crowding the current towards the edges of the line. The skin depth $\sqrt{\rho/(\pi f\mu_0)}$ at $f=1/(5\ \text{ns})$ is 5279 nm, about ten times the thickness. An estimate with ten coupled filaments side by side, for a line far from other conductors, gives 0.01 percent extra heat when the resistance is held constant above the 200th harmonic, at 4 GHz. This is about what edges with a rise time of 50 ps give. Ideally sharp edges give about 0.09 percent, several times more, because most of the extra heat then comes from harmonics above the 200th; it is still far below one percent. A close return conductor would change this figure.

## Other paths for the heat

Three further effects change the absolute rise. While they stay linear, they multiply both average rises by the same factor and leave the ratio at ten.

**Sideways spreading.** Heat also leaves through the side walls and spreads beneath the edges. A two-dimensional solution, with the line flush with an insulated top surface, raises the conductance by a factor of about 1.34. This alone lowers the pulsed rise from 7.86 K to 5.88 K, the largest correction found here. For a line of zero thickness the same solution gives a conductance per length of 5.882 $k_i$, against the known limit $w/d+(4\ln2)/\pi=5.883$, where $w$ is the width.

**Cold ends.** If the ends are held at the sink temperature, conduction along the metal adds a term to the steady balance, $k_mh\,\theta''-G\theta+q=0$. Its natural length is $\lambda=\sqrt{k_mh/G}$, here 11.2 µm with $k_m=350$ W/(m K). For a line of length $L$ with $x$ measured from its middle,

$$\theta=\frac qG\left[1-\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}\right],\qquad \frac{\bar\theta}{q/G}=1-\frac{\tanh(L/2\lambda)}{L/2\lambda}.$$

Here $\bar\theta$ is the average along the line. The factor is 0.955, so the ends remove about 4 percent.

**A warm substrate.** The silicon below is not an ideal sink. A point source of power $P$ on a half-space of conductivity $k_s$ sends its heat through hemispheres of area $2\pi r^2$, which gives a rise $P/(2\pi k_sr)$. This must be averaged over all pairs of points in the footprint of the line. For two parallel lines of length $L$ at distance $s\ll L$, the mean of $1/r$ is

$$\frac{2}{L^2}\int_0^L\frac{L-u}{\sqrt{u^2+s^2}}\,du\approx\frac2L\left(\ln\frac{2L}{s}-1\right).$$

Across the width, the mean of $\ln s$ is $\ln w+2\int_0^1(1-x)\ln x\,dx=\ln w-\tfrac32$. The average substrate rise is therefore

$$\theta_s=\frac{P}{\pi k_sL}\left(\ln\frac{2L}{w}+\frac12\right).$$

With $P=27.5$ mW and $k_s=150$ W/(m K) this is 0.68 K for the pulses and a tenth of that for direct current. A wafer is not a half-space on the scale of this line: with the back face held cold, the pulsed value is about 0.65 K for a thickness of 775 µm and 0.53 K for 100 µm.

## The model beside a real chip

The material values are rough, and a real upper-level line differs in its surroundings. It can lie above several micrometres of layered insulator and other wiring, more than the 1000 nm used here. In the vertical-flow model the rise is proportional to $d$. Five times the thickness would give $\theta_0\approx39$ K for the pulses at fixed resistance. Then $\alpha\theta_0\approx0.14$, and the growth of resistance raises the pulsed rise to about 46 K and the ratio to about 11.4. These figures are too high for silica, because the insulator is now as thick as the line is wide and sideways spreading is no longer a small correction. It roughly doubles the conductance and so cuts the rise to about half or less. An insulator of lower conductivity would increase the rise. Neighbouring lines that carry current add their own heat.

The assumption of one-way current also fails for many signal lines, which charge and discharge a load in turn. Their average current can be near zero while the heat is not, and the ratio to direct current of the same average then has no useful meaning. For a given line with nearly fixed resistance, linear heat flow and a period much shorter than its thermal time, the quantity to limit for heating is the rms current. The average current does not determine the heat unless the waveform is also given.

The numerical output below lists the values used here.

## Numbers as computed

```
duty cycle: 0.10; period: 50 ns; on time: 5 ns
line width: 5000 nm; thickness: 500 nm
line length: 500 um; insulator below: 1000 nm
resistivity: 22 nohm m; line resistance: 4.40 ohm
conductivity of metal, insulator, substrate: 350, 1.4, 150 W/(m K)
heat capacity of metal, insulator: 3.4, 1.6 MJ/(m3 K)
resistance growth alpha: 0.0035 1/K
current density, average: 1.0 MA/cm2; peak: 10.0 MA/cm2
current, average: 25.0 mA; peak: 250.0 mA; rms: 79.06 mA
line power, direct current: 2.750 mW
line power in a pulse: 275.0 mW
line power, pulse average: 27.50 mW
C per area: 1.700 J/(m2 K); G per area: 1.400 MW/(m2 K)
thermal time tau: 1214 ns; period/tau: 0.0412
heat per area, direct current: 1.100 MW/m2; in pulse: 110.0 MW/m2
rise, direct current: 0.7857 K
rise, rapid pulses, mean: 7.8571 K; min: 7.7124 K; max: 8.0035 K
rise, direct current of the same rms value: 7.8571 K
rise if the peak current never stopped: 78.57 K
rapid pulses, mean ratio: 10.0000; peak ratio: 10.1863
period = 1 tau, mean ratio: 10.000; peak ratio: 15.05
period = 50 tau, mean ratio: 10.000; peak ratio: 99.33
heat share of harmonics (steady component = 1): 9.000
heat ratio for triangular pulses: 13.333
ripple, simple model: 0.2912 K; upper bound: 0.2912 K
ripple with heat storage in insulator: 0.2814 K; mean: 7.8571 K
with resistance growth, direct: 0.7879 K; pulsed: 8.0793 K
with resistance growth, ratio: 10.255
flat-strip shape factor, computed: 5.882; known limit: 5.883
conductance gain by sideways spreading: factor 1.335
pulsed mean rise with spreading alone: 5.88 K
healing length: 11.18 um; mean rise with cold ends: factor 0.9553
substrate warming, pulsed: 0.677 K; direct current: 0.0677 K
skin depth at 1/(on time): 5279 nm
extra pulsed heat by current crowding: 0.010 percent
```
